# Flat and droplet growth: orthogonal versus unitary fluctuations

A crystal edge has a sawtooth profile, and a cell can attach at any local minimum. Each minimum waits a random time before it fills. If the edge starts flat, a cell in layer $N$ rests on a triangle of earlier cells; if growth starts in a corner, it rests on a rectangle. The local rule is the same. Do the completion times fluctuate in the same way?

## Model and first cases

All waits are independent and exponential with mean $\tau$, which is the unit of time. Desorption and surface diffusion are absent. In the flat case label the cells of the triangle $(i,j)$, $1\le i\le j\le N$; the cells $(i,i)$ form the first layer. Their filling times are

$$G(i,i)=w_{ii},\qquad G(i,j)=w_{ij}+\max[G(i+1,j),G(i,j-1)].$$

Unrolling the maximum gives the largest sum of waits along a path from $(1,N)$ to the line $i=j$, so $L_N=G(1,N)$ is a point-to-line last-passage time. For the droplet, $D_N$ is the corner-to-corner time of an $N\times N$ square.

For $N=1$, $P(L_1\le t)=1-e^{-t}$. For $N=2$, condition on the upper wait $w$:

$$P(L_2\le t)=\int_0^t e^{-w}(1-e^{-(t-w)})^2dw=1-2te^{-t}-e^{-2t}.$$

The factor $t$ signals coinciding exponents. I separate them by giving cell $(i,j)$ the rate $a_i+a_j$, with distinct $a_i>0$, and set $a_i=1/2$ at the end.

## Adding one cell

Let $y_j$ be the times in an old row and $x_j$ those in the new one, with $x_k=w_k+\max(x_{k-1},y_k)$ and $w_k$ of rate $r$. For $0\le t_1\le\dots\le t_N$ define

$$U_k=P(x_j\le t_j\ (j\le k),\ y_j\le t_j\ (j>k)).$$

Three facts hold.

1. Given $m=\max(x_{k-1},y_k)$, the chance of $x_k\le t_k$ is $1-e^{-r(t_k-m)}$ if $m\le t_k$, else zero. Applying $\partial_{t_k}+r$ leaves $r$ times the indicator of $m\le t_k$. As $x_{k-1}\le t_{k-1}\le t_k$ already, this means $y_k\le t_k$, so $(\partial_{t_k}+r)U_k=rU_{k-1}$.
2. For $2\le j\le k$, put $t_j=t_{j-1}=T$ and lower $t_{j-1}$ by $\delta$. The lost event needs $T-\delta<x_{j-1}\le T$ and $w_j<\delta$. These are independent and each has probability $O(\delta)$, so $U_k$ changes by $O(\delta^2)$.
3. $U_k=0$ at $t_1=0$.

They fix $U_k$ once $U_{k-1}$ is known. The difference of two solutions is $e^{-rt_k}C$, with $C$ independent of $t_k$. By fact 2 with $j=k$, $C$ changes by $O(\delta^2)$ over any step $\delta$ of $t_{k-1}$, so it does not depend on $t_{k-1}$. Setting $t_{k-1}=t_{k-2}$ and repeating removes each earlier variable; fact 3 then gives $C=0$.

## The flat triangle

Let $\phi_i(t)=e^{a_it}-e^{-a_it}$ and $P_j=\prod_{l<j}(\partial-a_l)$. The claim is

$$P(G(1,j)\le t_j\ \forall j)=\frac{e^{-\sum_j a_jt_j}\det[P_j\phi_i(t_j)]}{\prod_{i<j}(a_j-a_i)}.\tag{1}$$

For $N=1$ it reads $1-e^{-2a_1t_1}$, which is right. Assume it for the second row, with rates built from $a_2,\dots,a_N$, and let $Q_j=\prod_{l=2}^{j-1}(\partial-a_l)$. Try

$$U_k=c_ke^{-\sum a_jt_j}\det[\text{column }j],$$

where column $j$ is $P_j\phi_i(t_j)$ for $j\le k$ and $(\partial^2-a_1^2)Q_j\phi_i(t_j)$ for $j>k$.

At $k=1$, the operator $\partial^2-a_1^2$ annihilates $\phi_1$ and multiplies $\phi_i$ by $a_i^2-a_1^2$. The determinant factorizes into $\phi_1(t_1)$ and the second-row determinant, as it must because $x_1=w_{11}$ is independent of that row. Hence $c_1^{-1}=\prod_{i\ge2}(a_i^2-a_1^2)\prod_{2\le i<j}(a_j-a_i)$.

For $k\ge2$, $r=a_1+a_k$ and

$$(\partial+a_1+a_k)e^{-a_kt}P_k\phi_i=e^{-a_kt}(\partial+a_1)(\partial-a_1)Q_k\phi_i.$$

This is fact 1 with $c_k=(a_1+a_k)c_{k-1}$. Next, $\partial(e^{-a_{j-1}t}P_{j-1}\phi_i)=e^{-a_{j-1}t}P_j\phi_i$ is proportional to column $j$ at equal times, so the derivative of the determinant vanishes: fact 2. Fact 3 follows from $\phi_i(0)=0$. At $k=N$ the factors $a_1+a_i$ cancel and (1) results.

The times $G(1,j)$ increase with $j$, so equal arguments give the law of $L_N$. Since $P_j$ is monic of degree $j-1$, column operations yield

$$F_N(t)=P(L_N\le t)=\frac{e^{-t\sum a_i}\det[\partial^{j-1}\phi_i(t)]}{\prod_{i<j}(a_j-a_i)}.\tag{2}$$

For $N=2$ and $a_2\to a_1=a$ this becomes $e^{-2at}[2\sinh(2at)-4at]$; at $a=1/2$ it is the first result. As a test of (1), take $a=(0.35,0.9,0.55,0.7)$ and times $(0.8,1.7,2.9,4.1)$. Matrix exponentials of the Markov chain on sets of filled cells give 0.118682, as does the determinant.

## Where orthogonal symmetry enters

Put $p_i=2a_i$ and $I_N(t)=\int_{0<x_1<\dots<x_N<t}\det[e^{-p_ix_j}]dx$. I show that

$$I_N=A_NF_N,\qquad A_N=\prod_i\frac1{p_i}\prod_{i<j}\frac{p_i-p_j}{p_i+p_j}.\tag{3}$$

Choose a sign $\varepsilon_i$ for each exponential in (2), and let $S$ be the set with $\varepsilon_i=-1$. The Vandermonde determinants give $A_NF_N=\sum_SC_N(S)e^{-tp(S)}$, with $p(S)=\sum_{i\in S}p_i$ and

$$C_N(S)=\prod_i\frac{\varepsilon_i}{p_i}\prod_{i<j}\frac{\varepsilon_ip_i-\varepsilon_jp_j}{p_i+p_j}.$$

Differentiating $I_N$ sets $x_N=t$. Expansion in the last column gives $I_N'=\sum_i(-1)^{N+i}e^{-p_it}I_{N-1}^{(i)}$, with $p_i$ omitted in $I_{N-1}^{(i)}$. By induction, (3) needs $-p(S)C_N(S)=\sum_{i\in S}(-1)^{N+i}C_{N-1}^{(i)}(S\setminus i)$. For $i\in S$,

$$\frac{C_{N-1}^{(i)}}{C_N}=-(-1)^{N-i}p_i\prod_{j\ne i}\frac{p_i+p_j}{p_i+\varepsilon_jp_j}.$$

Factors with $j\notin S$ equal one. What remains is

$$\sum_{i\in S}p_i\prod_{j\in S\setminus i}\frac{p_i+p_j}{p_i-p_j}=p(S).$$

It holds because $\prod_{j\in S}(z+p_j)/(z-p_j)=1+2p(S)/z+\dots$ at large $z$, while its residues sum to twice the left side. Both sides of (3) vanish at $t=0$, and $N=1$ is immediate.

Now let $p_i=1+\eta_i\to1$. Expanding $e^{-\eta_ix_j}$, the lowest antisymmetric term gives

$$F_N(t)=\frac{2^{N(N-1)/2}}{\prod_{k=1}^{N-1}k!}\int_{0<x_1<\dots<x_N<t}\prod_{i<j}(x_j-x_i)e^{-\sum x_i}dx.\tag{4}$$

For $N=3$, $t=4$, Gauss–Legendre integration and the Markov chain both give 0.528361.

This is an eigenvalue law of real matrices. Let $X$ be $N\times(N+1)$ with independent standard Gaussian entries, and $W=XX^T$. Under $X\to AX$, the volume $dX$ gains $|\det A|^{N+1}$. So does $dW$: for diagonal $A$, $W_{ij}$ gains $A_iA_j$, and each $A_i$ occurs $N+1$ times among $i\le j$; rotations preserve both volumes. The density of $W$ is therefore proportional to $e^{-\mathrm{tr}W/2}$. In the eigenbasis an off-diagonal change is $(\lambda_j-\lambda_i)d\theta_{ij}$, one real angle per pair, so the Jacobian is $\prod_{i<j}|\lambda_i-\lambda_j|$. With $\lambda=2x$ this is (4): $L_N$ has the law of $\lambda_{\max}(W)/2$.

## A determinant that can be taken to large $N$

Let $E=\mathrm{diag}(e^{a_it})$ and $V_\pm=[(\pm a_i)^{j-1}]$. The matrix in (2) is $EV_+-E^{-1}V_-$, so $F_N=\det(1-E^{-2}V_-V_+^{-1})$. The entries of $V_-V_+^{-1}$ are Lagrange interpolation polynomials at $-a_i$:

$$(V_-V_+^{-1})_{ij}=\prod_{l\ne j}\frac{a_i+a_l}{a_l-a_j}.$$

Moving the column factors to the rows by a similarity transformation gives

$$F_N=\det\left[\delta_{ij}-\frac{u_ie^{-2a_it}}{a_i+a_j}\right],\quad u_i=\frac{\prod_l(a_i+a_l)}{\prod_{l\ne i}(a_l-a_i)}.$$

Write $1/(a_i+a_j)=\int_0^\infty e^{-(a_i+a_j)x}dx$ and use $\det(1-KM)=\det(1-MK)$. The result is an operator determinant on $(0,\infty)$ with kernel $h(2t+x+y)$, where $h(u)=\sum_iu_ie^{-a_iu}$. These terms are minus the residues of $e^{-wu}\prod_l(a_l+w)/(a_l-w)$. At $a_l=1/2$, with $w=v/2$,

$$F_N(t)=\det(1-H_t),\quad H_t(x,y)=h_N(2t+x+y),$$
$$h_N(u)=-\tfrac12\operatorname*{Res}_{v=1}\left(\frac{1+v}{1-v}\right)^Ne^{-vu/2}=(-1)^{N-1}e^{-u/2}L_{N-1}^{(1)}(u),\tag{5}$$

with $L^{(1)}_{N-1}$ a Laguerre polynomial. For $N=2$, $h_2=(u-2)e^{-u/2}$ has $\mathrm{tr}H=2te^{-t}$ and $\mathrm{tr}H^2=(4t^2+2)e^{-2t}$. Then $1-\mathrm{tr}H+\frac12[(\mathrm{tr}H)^2-\mathrm{tr}H^2]$ returns the first formula.

## The droplet by the same route

Give column $j$, row $m$ the rate $a_j+c_m$. Start with $f_i^{(0)}=e^{a_it}$ and solve

$$(\partial+c_m)f_i^{(m)}=f_i^{(m-1)},\qquad f_i^{(m)}(0)=0.$$

Before growth, $\det[P_jf_i^{(0)}(t_j)]$ is triangular and gives probability one in the form (1). When cell $k$ of row $m$ is added, column $k$ changes from $f^{(m-1)}$ to $f^{(m)}$: $(\partial+a_k+c_m)e^{-a_kt}P_kf^{(m)}=e^{-a_kt}P_kf^{(m-1)}$. Facts 2 and 3 hold as before, and each cell contributes a factor $a_k+c_m$. After $N$ rows,

$$P(D_N\le t)=\frac{\prod_{j,m}(a_j+c_m)e^{-t\sum a_i}\det[\partial^{j-1}f_i^{(N)}]}{\prod_{i<j}(a_j-a_i)}.\tag{6}$$

For equal $c_m=c$, column operations replace the derivatives by $f_i^{(1)},\dots,f_i^{(N)}$, up to order, and

$$e^{-a_it}f_i^{(j)}(t)=\int_0^te^{-(a_i+c)x}\frac{x^{j-1}}{(j-1)!}dx.$$

As $a_i,c\to1/2$, (6) becomes a constant times $\det[\int_0^tx^{i+j-2}e^{-x}dx]$. Using a separate integration variable in each row and symmetrizing turns this into $\int_{[0,t]^N}\prod_{i<j}(x_i-x_j)^2e^{-\sum x_i}dx$, up to a constant. The square is the Jacobian of complex Hermitian matrices, which have two real parameters per off-diagonal pair: unitary symmetry.

For the operator form, solve for $f_i^{(N)}$ by partial fractions:

$$f_i^{(N)}=\frac{e^{a_it}}{\prod_m(a_i+c_m)}-\sum_m\frac{e^{-c_mt}}{(a_i+c_m)\prod_{l\ne m}(c_l-c_m)}.$$

Factor out the first term and interpolate at $-c_m$. The matrix subtracted from the identity is

$$\sum_m\frac{u_ie^{-a_it}}{a_i+c_m}\frac{v_me^{-c_mt}}{c_m+a_j},$$

now with $u_i=\prod_m(a_i+c_m)/\prod_{l\ne i}(a_l-a_i)$, and $v_m$ the same with $a$ and $c$ exchanged. Each denominator becomes an integral, giving a product of two kernels. At unit rate both are $h_N(t+x+y)$. Therefore

$$P(D_N\le2t)=\det(1-H_t^2)=P(L_N\le t)\det(1+H_t).\tag{7}$$

For $N=1$ this is $1-e^{-2t}=(1-e^{-t})(1+e^{-t})$. The two geometries share one kernel; the droplet carries an additional factor.

## Large $N$

Set $t=2N+(2N)^{1/3}s$ and $x=2(2N)^{1/3}X$, likewise $y$. Then $u=4N+2(2N)^{1/3}\xi$ with $\xi=s+X+Y$. The exponent in (5) is

$$N\ln\frac{1+v}{1-v}-\frac{vu}2=\frac{2N}3v^3-(2N)^{1/3}\xi v+\frac{2N}5v^5+\dots$$

The linear terms of order $N$ cancel, which fixes the velocity. With $v=(2N)^{-1/3}z$ the first two terms become $z^3/3-\xi z$. The minus sign in (5) makes the contour run upward near $v=0$, so $2(2N)^{1/3}h_N(u)\to\mathrm{Ai}(\xi)$.

To control the rest, use $v=1-\rho e^{i\theta}$ with $\rho=1-(2N)^{-1/3}$. At $\xi=0$ the logarithm of the modulus has $\theta$-derivative

$$2N\rho\sin\theta\left[\frac1{4+\rho^2-4\rho\cos\theta}-1\right].$$

The denominator lies between $1+2(2N)^{-1/3}$ and 9, so the logarithm falls from an $O(1)$ value by at least a constant times $N^{2/3}(1-\cos\theta)$. Since $\mathrm{Re}\,v\ge(2N)^{-1/3}$, the factor from $\xi\ge0$ is at most $e^{-\xi}$; for bounded negative $\xi$ the growth is of order $N^{1/3}(1-\cos\theta)$ and is overcome. The scaled kernel is thus below $C_se^{-X-Y}$. Hadamard's inequality bounds the Fredholm series uniformly, and term-by-term convergence gives

$$P(L_N\le2N+(2N)^{1/3}s)\to F_1(s)=\det(1-B_s),$$
$$P(D_N\le4N+2(2N)^{1/3}s)\to F_2(s)=\det(1-B_s^2),\tag{8}$$

where $B_s(X,Y)=\mathrm{Ai}(s+X+Y)$. The next term is $(2N)^{-2/3}z^5/5$, so corrections are $O(N^{-2/3})$. On 33 values of $s$ from $-5$ to 3, the largest flat error, an absolute probability difference, is 0.050, 0.018 and 0.0071 for $N=10,40,160$. The last ratio is 0.386, near $4^{-2/3}=0.397$.

A second limit is late completion, $s\gg1$. To first order $1-F_1\simeq\mathrm{tr}B_s=\frac12\int_s^\infty\mathrm{Ai}(x)dx$, whereas $1-F_2\simeq\mathrm{tr}B_s^2$ is quadratic in $\mathrm{Ai}$. The exponents are $-\frac23s^{3/2}$ and $-\frac43s^{3/2}$: at equal $s$, late completion is far less suppressed in flat growth. Equal $s$ is not equal delay, however. When the leading times are equal, the droplet scale is $4^{1/3}$ times the flat one, so for the same delay in units of $\tau$ the two exponents coincide and only the prefactors differ.

## Is this the Gaussian orthogonal law?

Reflections reduce $W$ to tridiagonal form with, at site $k=0,1,\dots$, diagonal $d_k^2+s_k^2$ and off-diagonal $d_ks_{k+1}$. Here $d_k^2$ and $s_k^2$ are independent chi-squared variables with $N+1-k$ and $N-k$ degrees of freedom ($s_0=0$). On slowly varying vectors, $4N-W$ acts as $-N\partial_k^2+4k$ plus noise of variance $16N$ per site. With $k=(N/4)^{1/3}x$ it becomes

$$4(N/4)^{1/3}\left[-\partial_x^2+x+2b'(x)\right],$$

with $b'$ unit white noise and a zero boundary value at $x=0$. A Gaussian real symmetric matrix $M$, with variance 2 on the diagonal and 1 off it, has tridiagonal noise of variance 4 per site. There $2\sqrt N-M$ acts as $-\sqrt N\partial_k^2+k/\sqrt N$ plus noise, and $k=N^{1/3}x$ gives $N^{-1/6}$ times the same bracket. Both top eigenvalues then share one edge law.

This operator limit is formal, not a proof of convergence. Numerically, Pfaffians for finite Gaussian orthogonal matrices differ from $F_1$ by at most 0.067 at size 16 and 0.031 at size 128, at the integers $s=-4,\dots,1$. At these points $F_1$ also agrees within $10^{-10}$ with the Painlevé form

$$F_1=\exp\left\{-\tfrac12\int_s^\infty[q+(x-s)q^2]dx\right\},$$

where $q''=xq+2q^3$ and $q\sim\mathrm{Ai}$ at large $x$.

## Layer 40 against a $20\times20$ droplet

Both have leading time $80\,\tau$, which is held fixed in this comparison. Quadrature of (8) gives mean $-1.2065$ and variance 1.6078 for $F_1$, and $-1.7711$ and 0.8132 for $F_2$.

The flat scale is $80^{1/3}=4.309\,\tau$. The limit law predicts a mean of $80-1.2065\times4.309=74.80\,\tau$ and a standard deviation of $4.309\sqrt{1.6078}=5.46\,\tau$. The finite determinant gives $74.95\,\tau$ and $5.27\,\tau$. Simulated growth (30,000 runs) gives $74.97\,\tau$ and $5.26\,\tau$; half the top eigenvalue of 4,000 random $W$ gives 74.89 and 5.33.

The droplet scale is $2\times40^{1/3}=6.840\,\tau$. The limit predicts $67.89\,\tau$ and $6.17\,\tau$; the finite values are $68.36\,\tau$ and $5.68\,\tau$. The droplet has the smaller scaled variance but the larger spread in time, because its scale is larger. By $80\,\tau$ the flat cell is complete with probability 0.835 and the droplet with 0.971; the limits are $F_1(0)=0.832$ and $F_2(0)=0.969$.

At layer 40 the flat skewness is 0.395, about 35% above its limit 0.2935, while the standard deviation is about 4% below the limit prediction. At this size the width is thus relatively closer to its limit than the skewness.

Let $h(T)$ be the layer number of the highest filled cell in one column, which contains cells of every second layer. For these layers $N$, the events $h(T)\ge N$ and $L_N\le T$ coincide. Inverting the scaling gives $h(T)\simeq T/2-\frac12T^{1/3}\chi$ layers, with $\chi$ distributed by $F_1$ and $T$ in units of $\tau$. This treats the layer number as continuous; rounding down to a layer present in the column lowers the mean height by about one layer. The finite-$N$ formulas require a strip wide enough that the triangle below the cell does not wrap around it. They also require exponential waits; a surface with diffusion or desorption lies outside this derivation.
